# Why Adiabatic Quadratic Response Can Give Divergent Excited-State Transition Moments

**Q.** I want the strength of absorption from one excited state to another. My adiabatic time-dependent density-functional calculation gives sensible excitation energies, but at some geometries the transition moment between the two states becomes enormous. What is being computed?

**A.** A coefficient in the second-order response. Set $\hbar=1$ and let $D$ be the dipole operator, with real eigenstates $|k\rangle$ at energies $\Omega_k$ above the ground state. After a weak pulse the exact state is, to first order,

$$|0\rangle+\eta_1e^{-i\Omega_1t}|1\rangle+\eta_2e^{-i\Omega_2t}|2\rangle .$$

Its dipole contains $\eta_1^*\eta_2\,e^{-i(\Omega_2-\Omega_1)t}D_{12}$, where $D_{12}=\langle1|D|2\rangle$. The moment is thus the response to the product $\eta_1^*\eta_2$.

Response theory reaches it by driving. Add $\lambda_aB\,e^{-i\omega_at}+\lambda_bD\,e^{-i\omega_bt}$ to the Hamiltonian, where $B$ is any operator that excites state 2, and treat the two exponentials as independent. With the time factors now included in $\eta_k$, the first-order equations are

$$i\dot\eta_2=\Omega_2\eta_2+\lambda_aB_{02}e^{-i\omega_at},\qquad i\dot\eta_1^*=-\Omega_1\eta_1^*-\lambda_bD_{01}e^{-i\omega_bt}.$$

The second is a complex-conjugated amplitude equation, hence its signs. The driven amplitudes are

$$\eta_2=\frac{\lambda_aB_{02}}{\omega_a-\Omega_2}e^{-i\omega_at},\qquad \eta_1^*=-\frac{\lambda_bD_{01}}{\omega_b+\Omega_1}e^{-i\omega_bt}.$$

The quadratic response therefore has a double pole at $\omega_a=\Omega_2$, $\omega_b=-\Omega_1$, with coefficient $-B_{02}D_{01}D_{12}$. Dividing by $-B_{02}D_{01}$, the product of the two linear-response moments with its minus sign, leaves $D_{12}$.

**Q.** But quadratic response also has poles when the sum frequency hits an excitation. Why is a pole at $\Omega_2-\Omega_1=\Omega_k$ wrong?

**A.** The pole at $\omega_a+\omega_b=\Omega_k$ is genuine: two field quanta can together excite state $k$. In the exact theory a term of this kind has the form

$$\frac{1}{(\omega_a+\omega_b-\Omega_k)(\omega_a-\Omega_2)} .$$

Second-order perturbation theory supplies two denominators per term, and here neither is $\omega_b+\Omega_1$. Multiplying by $(\omega_a-\Omega_2)(\omega_b+\Omega_1)$ and going to the double pole gives zero, provided $\Omega_2-\Omega_1\ne\Omega_k$. At equality the limit depends on its direction, so I define the moment away from the match and then approach it. The exact result stays finite. What is spurious is a third denominator that survives in the double residue.

There is also a bound. For orthonormal states a constant $\bar d$ can be subtracted from $D$ without changing $D_{12}$. Placing $\bar d$ midway between the extreme eigenvalues gives

$$|D_{12}|=|\langle1|D-\bar d|2\rangle|\le\tfrac12(d_{\max}-d_{\min}).$$

**Q.** Can you show where the third denominator comes from, in a case small enough to follow?

**A.** Take two electrons in a singlet on three sites at $x=1,0,-1$, in units of the site spacing $a$. The hopping matrix element is $-t$ between neighbours, with $t=1$; the central site has energy $e_c$, and two electrons on one site repel with energy $U$. Measure $D=\sum x$ in electron$\cdot a$.

The adiabatic functional is exact exchange. For two electrons in one orbital $\psi$, exchange cancels half the Hartree energy. With $n_i=2|\psi_i|^2$,

$$E=2\psi^\dagger h\psi+U\sum_i|\psi_i|^4,\qquad i\dot\psi=(h+v)\psi,\qquad v_i=\tfrac12Un_i=U|\psi_i|^2 .$$

The potential depends on the density at the same instant, which is the adiabatic assumption. Correlation is left out.

Write $s=\sin\theta$, $c=\cos\theta$. By reflection symmetry the three orbitals are

$$\phi_0=\left(\tfrac{s}{\sqrt2},c,\tfrac{s}{\sqrt2}\right),\quad \phi_1=\left(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2}\right),\quad \phi_2=\left(\tfrac{c}{\sqrt2},-s,\tfrac{c}{\sqrt2}\right).$$

In the ground state $v$ is $u=Us^2/2$ on the outer sites and $Uc^2$ in the centre. The outer-site rows of the eigenvalue equation give

$$\varepsilon_0=u-\sqrt2\,\frac cs,\qquad \varepsilon_1=u,\qquad \varepsilon_2=u+\sqrt2\,\frac sc .$$

Hence the orbital gaps from $\phi_0$ are $\Delta_1=\sqrt2\,c/s$ and $\Delta_2=\sqrt2\,(s/c+c/s)=\sqrt2/(sc)$. The central row for $\phi_0$, $-\sqrt2\,s+(e_c+Uc^2)c=\varepsilon_0c$, fixes $\theta$:

$$e_c=\tfrac12U(3s^2-2)-2\sqrt2\cot2\theta .$$

**Q.** How do the excitations appear?

**A.** As oscillations of the orbital. Remove its overall phase and write $\psi=a_0\phi_0+z_1\phi_1+z_2\phi_2$, with $a_0=\sqrt{1-|z_1|^2-|z_2|^2}$ real. The orbital equation follows from the Lagrangian $2i\psi^\dagger\dot\psi-E$. The $a_0$ part, $2ia_0\dot a_0$, is a total derivative, leaving $2i\sum z_k^*\dot z_k-E$. With $z_k=(q_k+ip_k)/2$ this means $\dot q_k=\partial E/\partial p_k$ and $\dot p_k=-\partial E/\partial q_k$.

Let $P$ be the total weight on the outer sites and $M$ the weight at $x=1$ minus that at $x=-1$. The outer components are $(w\pm z_1)/\sqrt2$ with $w=a_0s+cz_2$, so

$$P=s^2+2a_0sc\,\mathrm{Re}\,z_2+(c^2-s^2)|z_2|^2+c^2|z_1|^2,\qquad M=2\,\mathrm{Re}(w^*z_1),\qquad D=2M .$$

The outer weights are $(P\pm M)/2$ and the central weight is $1-P$, giving the interaction energy $U[\tfrac12(P^2+M^2)+(1-P)^2]$. For the one-body energy, add and subtract the ground-state potential. The matrix $h+v$ is diagonal in the $\phi_k$, so

$$2\psi^\dagger h\psi=2\varepsilon_0+2\Delta_1|z_1|^2+2\Delta_2|z_2|^2-2U\left[\tfrac12s^2P+c^2(1-P)\right].$$

In the sum, the terms linear in $P$ have coefficient $U(-2-s^2+2c^2)=-3Us^2$. They complete a square:

$$E=\text{const}+2\Delta_1|z_1|^2+2\Delta_2|z_2|^2+\tfrac12U\left[3(P-s^2)^2+M^2\right].$$

To first order $P-s^2=sc\,q_2$ and $M=sq_1$. The quadratic energy is

$$E_2=\tfrac12\Delta_1p_1^2+\tfrac12(\Delta_1+Us^2)q_1^2+\tfrac12\Delta_2p_2^2+\tfrac12(\Delta_2+3Us^2c^2)q_2^2,$$

which describes two oscillators with

$$\Omega_1^2=\Delta_1(\Delta_1+Us^2),\qquad \Omega_2^2=\Delta_2(\Delta_2+3Us^2c^2).$$

With the ground state, these are the three levels of the adiabatic theory. Define $r_k=\sqrt{\Delta_k/\Omega_k}$ and

$$q_k=\frac{r_k}{\sqrt2}(\eta_k+\eta_k^*),\qquad p_k=\frac{-i}{\sqrt2\,r_k}(\eta_k-\eta_k^*).$$

Then $E_2=\sum\Omega_k|\eta_k|^2$ and $i\dot\eta_k=\partial E/\partial\eta_k^*$, so $\eta_k$ has the same normalization as the exact amplitude. The linear dipole $2sq_1$ gives $D_{01}=\sqrt2\,s\,r_1$.

**Q.** So far these are independent oscillators. What connects them?

**A.** The density dependence of the potential, which makes the energy anharmonic. The second-order parts we need are $c^2(q_1^2+p_1^2)/4$ in $P$ and $c(q_1q_2+p_1p_2)/2$ in $M$. Multiplying them by the first-order parts gives the cubic energy that is quadratic in mode 1 and linear in mode 2:

$$E_3=\tfrac14Usc\left[(3c^2+2)q_1^2q_2+3c^2p_1^2q_2+2q_1p_1p_2\right].$$

Two of its terms matter: $G(\eta_1^{*2}\eta_2+\text{c.c.})$ and $F|\eta_1|^2(\eta_2+\eta_2^*)$.

For $G$, the coefficients of $\eta_1^{*2}\eta_2$ in $q_1^2q_2$, $p_1^2q_2$ and $q_1p_1p_2$ are $r_1^2r_2$, $-r_2/r_1^2$ and $1/r_2$, each divided by $2\sqrt2$. For $F$, the coefficients of $|\eta_1|^2\eta_2$ are $r_1^2r_2/\sqrt2$, $r_2/(\sqrt2\,r_1^2)$ and zero. Thus

$$G=\frac{Usc}{8\sqrt2}\left[(3c^2+2)r_1^2r_2-\frac{3c^2r_2}{r_1^2}+\frac2{r_2}\right],$$

$$F=\frac{Usc}{4\sqrt2}\left[(3c^2+2)r_1^2r_2+\frac{3c^2r_2}{r_1^2}\right].$$

The equations for mode 1, keeping the terms driven by $\eta_1^*\eta_2$, are

$$i\dot\eta_1=\Omega_1\eta_1+2G\eta_1^*\eta_2,\qquad i\dot\eta_1^*=-\Omega_1\eta_1^*-F\eta_1^*\eta_2 .$$

The factor 2 comes from differentiating the square. The product oscillates at $\Omega_2-\Omega_1$, so the second-order responses at that frequency are

$$\eta_1^{(2)}=\frac{2G}{\Omega_2-2\Omega_1}\eta_1^*\eta_2,\qquad (\eta_1^*)^{(2)}=-\frac F{\Omega_2}\eta_1^*\eta_2 .$$

Both radiate through $D_{01}$. The quadratic dipole $c(q_1q_2+p_1p_2)$ contributes directly. Altogether,

$$D_{12}^{\rm ad}=\frac c2\left(r_1r_2+\frac1{r_1r_2}\right)+D_{01}\left[\frac{2G}{\Omega_2-2\Omega_1}-\frac F{\Omega_2}\right].$$

This is the third denominator: two denominators created $\eta_2$ and $\eta_1^*$, and their product then drives a mode that has its own resonance. The moment diverges when $\Omega_2-\Omega_1$ matches $\Omega_1$, provided $GD_{01}\ne0$.

**Q.** In my molecule the difference matches a third excitation, not state 1 again.

**A.** The mechanism is the same. If the cubic energy contains $G_k(\eta_k^*\eta_1^*\eta_2+\text{c.c.})$ with $k$ different from 1 and 2, the same steps give a contribution $D_{0k}G_k/(\Omega_2-\Omega_1-\Omega_k)$. Symmetry can remove it. In the chain, $\eta_1^{*2}\eta_2$ is allowed because mode 2 is even under reflection; an odd mode 2 would give $G=0$.

**Q.** How large is the effect in numbers?

**A.** Take $U=t$ and vary $e_c$. Substituting the gaps into $\Omega_2^2=4\Omega_1^2$ gives

$$\frac2{s^2c^2}+3\sqrt2\,Usc=\frac{8c^2}{s^2}+4\sqrt2\,Usc .$$

Collecting terms and multiplying by $s^2c^2/\sqrt2$ yields the match condition $\sqrt2(1-4c^4)=Us^3c^3$. Its solution has $s^2=0.5225$ and $c^2=0.4775$, at $e_c=-0.0886\,t$. The gaps are $1.3518\,t$ and $2.8313\,t$, so

$$\Omega_1=\sqrt{1.3518(1.3518+0.5225)}\,t=1.592\,t,$$

$$\Omega_2=\sqrt{2.8313(2.8313+0.7485)}\,t=3.184\,t .$$

With $G=0.1448\,t$ and $D_{01}=0.9421$, the pole strength is $2GD_{01}=0.2728\,t$ times the dipole unit. The non-resonant background is $0.6978-0.1134=0.5844$.

The table gives moments in electron$\cdot a$ and energies in $t$; $\delta$ is $e_c$ minus its value at the match. The last two columns come from full diagonalization of the two-electron problem, with states numbered by energy.

| $\delta$ | $\Omega_2-2\Omega_1$ | $D_{12}^{\rm ad}$ | exact $\lvert D_{12}\rvert$ | exact $\lvert D_{13}\rvert$ |
|---:|---:|---:|---:|---:|
| −0.500 | −0.3417 | −0.15 | 0.08 | 0.97 |
| −0.100 | −0.0676 | −3.43 | 0.28 | 0.98 |
| −0.002 | −0.00135 | −201.6 | 0.37 | 0.96 |
| 0.002 | 0.00135 | 202.8 | 0.37 | 0.96 |
| 0.100 | 0.0673 | 4.63 | 0.45 | 0.94 |
| 0.500 | 0.3356 | 1.35 | 0.72 | 0.85 |

At $\delta=0.002$ the mismatch to one more digit is $0.001349\,t$, and $0.2728/0.001349\approx202.2$; adding the background of $0.58$ gives the entry, $202.8$. The formula was tested against a numerical double residue of the density-matrix equation, and the largest relative deviation from that residue was about $5\times10^{-6}$.

The dipole eigenvalues run from $-2$ to $2$, so no moment between orthonormal states can exceed 2. The adiabatic value breaks this bound for $-0.154<\delta<0.282$, apart from the undefined match point. The window is lopsided because the positive background adds to the pole on one side and opposes it on the other.

**Q.** Does the exact chain itself pass through such a match?

**A.** Not for the two transitions in the table. Over the range scanned, $-2\le e_c/t\le2$, the mismatches $|E_2-2E_1|$ and $|E_3-2E_1|$ stay above about $0.25\,t$ and $0.42\,t$, where $E_k$ are exact excitation energies. The largest exact moment from state 1 to state 2 or 3 is about 1.33. A higher pair does pass through a match: $E_5-E_4=E_1$ near $e_c=0.23\,t$, and there the exact $|D_{45}|$ is about 0.96, well inside the bound. To test a near match in exact theory, a separate three-state Hamiltonian was given mismatches of 0.1, 0.01 and 0.001 in units of its first excitation energy. Its double residue returned the assigned moment, 0.900, each time.

**Q.** Is the adiabatic pole pure nonsense, then? Could I just delete it?

**A.** No. It is a piece of real physics used outside its range. Consider small $U$. Then $r_k\to1$ and the bracket in $G$ tends to 4, so

$$G\to\frac{Usc}{2\sqrt2},\qquad 2GD_{01}\to2\cdot\frac{Usc}{2\sqrt2}\cdot\sqrt2\,s=Us^2c .$$

Now look at the two-electron states. Let $S_k$ be the singlet with one electron in $\phi_0$ and one in $\phi_k$, and let $|11\rangle$ have both in $\phi_1$. This double excitation costs $2\Delta_1$, close to $\Delta_2$ near the match. With $W$ the repulsion,

$$\langle11|W|S_2\rangle=\sqrt2\,U\sum_i\phi_{1i}^2\phi_{0i}\phi_{2i}=\frac{Usc}{\sqrt2},\qquad \langle S_1|D|11\rangle=\sqrt2\,\langle\phi_0|x|\phi_1\rangle=\sqrt2\,s .$$

First-order perturbation theory mixes $|11\rangle$ into state 2 with amplitude $\langle11|W|S_2\rangle/(\Delta_2-2\Delta_1)$. Its contribution to the moment is $Us^2c/(\Delta_2-2\Delta_1)$, the adiabatic pole. At $U=10^{-4}t$ the two strengths agree to $3\times10^{-5}$, relative to the mixing value. At $U=t$ the adiabatic strength, 0.273, is about 24% below the first-order value 0.361.

Far from the match this term belongs in the answer. Relative to the instantaneous product state, the missing correlation consists at first order of double excitations, and a one-body density operator does not connect these to the product. The density response is therefore right through first order in $U$. In the test at $e_c=0.5\,t$, halving $U$ from $0.02\,t$ reduced the error of $B_{02}D_{01}D_{12}$, relative to full diagonalization, by a factor 4.01, as an error of order $U^2$ should. Deleting the pole there would introduce an error of order $U$.

Near the match, perturbation theory fails and the exact states become normalized mixtures. For small $U$ such a mixture is $\cos\alpha\,|S_2\rangle+\sin\alpha\,|11\rangle$, and its moment with $S_1$ is $c\cos\alpha+\sqrt2\,s\sin\alpha$, at most $\sqrt{c^2+2s^2}$ in magnitude. Adiabatic linear response has no separate double excitation with which to form two mixtures, so it keeps the perturbative denominator.

As $U\to0$ at fixed mismatch, $D_{12}^{\rm ad}\to c$, the orbital moment. The pole strength vanishes in proportion to $U$, but at any fixed small $U$ with nonzero strength the divergence remains.

**Q.** What would a correct functional have to do?

**A.** Let $f$ and $g$ be the first and second density derivatives of the Hartree-exchange-correlation potential, and $\chi_s$ the Kohn–Sham linear response. At second order, with $\omega=\omega_a+\omega_b$, the density obeys

$$[1-\chi_s(\omega)f(\omega)]\,n^{(2)}=S(\omega_a,\omega_b).$$

The source $S$ contains the second-order Kohn–Sham response and $\chi_s(\omega)g(\omega_a,\omega_b)$ acting on the two first-order densities. At an isolated excitation $\Omega_k$ the matrix on the left is singular, so its inverse contributes the projection of $S$ on that mode, divided by $\omega-\Omega_k$. Take the double residue. If $D_{0k}\ne0$, a finite moment requires the projected source to vanish at least linearly in $\Omega_2-\Omega_1-\Omega_k$.

That is the exact condition, and $f$ and $g$ must satisfy it together through their frequency dependence. Adiabatic kernels are constants in frequency, with nothing that ties the projection to the mismatch. It can vanish by symmetry or accident; in our chain its value at the match is proportional to $2G$ and is not zero.

**Q.** If I propagate the same adiabatic equations in real time, do I see an infinity?

**A.** No. The orbital stays normalized; what fails is the expansion in field strength. At the match, remove the free oscillations by $\eta_k=\tilde\eta_ke^{-i\Omega_kt}$. Then

$$\dot{\tilde\eta}_1=-2iG\,\tilde\eta_1^*\tilde\eta_2 .$$

One iteration gives a correction growing linearly in time, so no steady second-order amplitude exists; the frequency-domain formula reports this as infinity. For $|\eta_1|\ll|\eta_2|$, mode 2 is nearly constant. If $\tilde\eta_2=i|\eta_2|$ and $\tilde\eta_1$ starts real, it grows as $e^{2G|\eta_2|t}$.

With $|\eta_2|=0.01$ and a time of $400\,\hbar/t$ (here $t$ is the hopping), the exponent is $2\times0.1448\times0.01\times400=1.158$, a growth factor of 3.18. Full propagation also gives 3.18. With $e_c$ moved by $0.5\,t$, the final amplitude is within 1% of the initial one. In the exact theory the populations of a free superposition are constant, so this amplification is itself a mean-field artefact.

**Q.** How should I check my own results?

**A.** For the pair you study, compare $\Omega_2-\Omega_1$ with every $\Omega_k$ of suitable symmetry. Follow the moment along a small change of geometry: very large values on both sides of one geometry, while the energies vary smoothly, point to this pole. The moment also changes sign there, but this is visible only if the arbitrary signs of the two states are kept consistent from one geometry to the next. Closeness should be judged by the ratio of pole strength to mismatch, compared with the background. In the chain, a mismatch of $0.07\,t$ is already too small. Near a match, use a method that represents the double excitation explicitly and obtains the moment from normalized states. The numerical output below gives the remaining values.

## Numbers as computed

```
Energies in t, dipoles in electron*a, times in hbar/t
Repulsion U = 1.000 t
Central-site energy at match = -0.088571 t
theta at match = 0.807944 rad
sin^2 = 0.522538, cos^2 = 0.477462
Orbital gaps = 1.351841, 2.831305 t
W1 = 1.591811 t, W2 = 3.183622 t
r1 = 0.921546, r2 = 0.943045
G = 0.144771 t, F = 0.383173 t
D01 = 0.942087 electron*a
Direct part of D12 = 0.697803 electron*a
Counter-rotating part = -0.113387 electron*a
Pole strength 2*G*D01 = 0.272773 t*electron*a
First-order strength U*s^2*c = 0.361066 same unit
Rigorous bound on |D12| = 2.000 electron*a
Columns: e_c-e_match, W2-2W1 [t]; adiabatic D12,
  exact |D(1,2)|, exact |D(1,3)| [electron*a]
  -0.500  -0.341717     -0.15034   0.07685   0.97076
  -0.100  -0.067586     -3.43223   0.28489   0.97557
  -0.020  -0.013495    -19.61756   0.35471   0.96358
  -0.002  -0.001349   -201.60088   0.36997   0.96045
   0.002   0.001349    202.80144   0.37333   0.95973
   0.020   0.013485     20.81813   0.38837   0.95644
   0.100   0.067339      4.63288   0.45283   0.94040
   0.500   0.335617      1.35307   0.71882   0.84630
Largest relative deviation, formula vs residue = 4.8e-06
Bound broken for e_c-e_match from -0.15446 to 0.28246 t
Largest exact moment, e_c in [-2,2] t = 1.32833 electron*a
Smallest exact |E2-2E1| in scan = 0.25654 t
Smallest exact |E3-2E1| in scan = 0.42042 t
Exact E1, E2, E3 at match = 1.53033, 2.80275, 3.53216 t
Exact three-state: mismatch 0.100, moment 0.900000 (arb. units)
Exact three-state: mismatch 0.010, moment 0.900000 (arb. units)
Exact three-state: mismatch 0.001, moment 0.900000 (arb. units)
Pole strength / double-excitation mixing, U=1e-4 t: 0.999969
Error ratio on halving U (e_c=0.5 t) = 4.0065
Propagation: |eta1|=1.0e-04, |eta2|=0.010, T=400 hbar/t
Growth of mode 1 at match = 3.1841, predicted 3.1841
Growth of mode 1 at e_match+0.5 t = 1.0065
```
